# Band-electron orbits in a magnetic field and the cyclotron mass: test program

```python
"""Semiclassical orbits of a band electron (charge -e) in a magnetic field B*n.

Results under test:
  energy and n.k are constant along the orbit;
  change of r_perp = -(hbar/eB) n x (change of k);
  period T = 2 pi |m_c|/(eB), m_c = (hbar^2/2 pi) dA/dE at fixed n.k;
  drift along B in one period = -s (hbar/eB) dA/d(n.k).
A is the k-space area enclosed by the orbit; s = +1 if lower energies are
enclosed (electron orbit), s = -1 if higher ones are (hole orbit).
Model band: energy = 2 sum_i t_i (1 - cos(k_i a)).
Working units: eV, nm, ps.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline

a = 0.4                               # lattice constant, nm
t = np.array([0.5, 0.3, 0.2])         # hopping energies, eV
B = 10.0                              # field, T
n = np.array([1.0, 2.0, 2.0]) / 3     # field direction
e1 = np.array([2.0, 1.0, -2.0]) / 3   # in-plane axes, e1 x e2 = n
e2 = np.array([-2.0, 2.0, -1.0]) / 3
assert np.allclose(np.cross(e1, e2), n)

hbar = const.hbar / const.e * 1e12               # eV ps
scale = const.hbar / (const.e * B) * 1e18        # hbar/(eB), nm^2
# converts dA/dE in 1/(eV nm^2) to a mass in electron masses
to_mass = const.hbar**2 / (2 * np.pi) * 1e18 / const.e / const.m_e


def energy(k):
    return np.sum(4 * t * np.sin(k * a / 2)**2, axis=-1)


def velocity(k):
    return 2 * t * a * np.sin(k * a) / hbar


def section(E, offset, centre, s, count=2000):
    """Points of the constant-energy section, found by bisection on rays."""
    phi = 2 * np.pi * np.arange(count) / count
    rays = np.outer(np.cos(phi), e1) + np.outer(np.sin(phi), e2)
    origin = centre + offset * n
    low, high = np.zeros(count), np.full(count, 2.5 / a)
    assert s * (energy(origin) - E) < 0
    assert np.all(s * (energy(origin + high[:, None] * rays) - E) > 0)
    for _ in range(60):
        middle = (low + high) / 2
        inside = s * (energy(origin + middle[:, None] * rays) - E) < 0
        low = np.where(inside, middle, low)
        high = np.where(inside, high, middle)
    return low, origin + low[:, None] * rays


def area(E, offset, centre, s):
    radius, _ = section(E, offset, centre, s)
    return np.pi * np.mean(radius**2)


def signed_area(path):
    """Polygon area in the plane normal to B, positive if counterclockwise."""
    x, y = path @ e1, path @ e2
    return 0.5 * np.sum(x * np.roll(y, -1) - y * np.roll(x, -1))


def study(name, E, centre, s):
    offset = 0.5 / a
    # geometry only: area and its derivatives
    A = area(E, offset, centre, s)
    h = 1e-3
    dA_dE = (area(E + h, offset, centre, s)
             - area(E - h, offset, centre, s)) / (2 * h)
    dA_dk = (area(E, offset + h, centre, s)
             - area(E, offset - h, centre, s)) / (2 * h)
    mass = to_mass * dA_dE
    T_area = 2 * np.pi * abs(mass) * const.m_e / (const.e * B) * 1e12

    # line integral of dl/|grad_perp energy| around the section
    _, points = section(E, offset, centre, s)
    grad = hbar * velocity(points)
    inverse = 1 / np.hypot(grad @ e1, grad @ e2)
    chord = np.linalg.norm(np.roll(points, -1, axis=0) - points, axis=1)
    line = np.sum(chord * (inverse + np.roll(inverse, -1)) / 2)

    # dynamics only: integrate the force equation
    origin = centre + offset * n

    def force(time, k):
        return -np.cross(velocity(k), n) / scale

    def crossing(time, k):
        return (k - origin) @ e2

    run = solve_ivp(force, (0, 8), points[0], method="DOP853", rtol=1e-11,
                    atol=1e-12, max_step=0.05, events=crossing,
                    dense_output=True)
    assert run.success
    hits = run.t_events[0]
    hits = hits[hits > 0.05]
    T = hits[1]                      # first hit is on the opposite ray
    times = np.linspace(0, T, 2001)
    k = run.sol(times).T
    r = CubicSpline(times, velocity(k)).antiderivative()(times)
    r_perp = r - np.outer(r @ n, n)
    dk = k - k[0]
    closure = np.linalg.norm(dk[-1])
    energy_error = np.max(np.abs(energy(k) - E))
    plane_error = np.max(np.abs(dk @ n))
    rotated = -scale * np.cross(n, dk)
    shape_error = np.max(np.linalg.norm(r_perp - rotated, axis=1))
    k_area = signed_area(k[:-1])
    r_area = signed_area(r_perp[:-1])
    drift = r[-1] @ n
    drift_area = -s * scale * dA_dk

    q = 500                          # sample at a quarter of the period
    angle = np.degrees(np.arctan2(n @ np.cross(dk[q], r_perp[q]),
                                  dk[q] @ r_perp[q]))
    ratio = np.linalg.norm(r_perp[q]) / np.linalg.norm(dk[q])

    assert closure < 1e-7
    assert energy_error < 1e-8 and plane_error < 1e-8
    assert shape_error < 1e-5        # nm, on an orbit of hundreds of nm
    assert abs(angle + 90) < 1e-5 and abs(ratio / scale - 1) < 1e-7
    assert np.sign(k_area) == s and np.sign(r_area) == s
    # polygon and finite-difference errors are of order 1e-6 to 1e-5
    assert abs(s * k_area / A - 1) < 3e-5
    assert abs(s * r_area / (scale**2 * A) - 1) < 3e-5
    assert np.sign(dA_dE) == s
    assert abs(s * line / dA_dE - 1) < 3e-5
    assert abs(T_area / T - 1) < 3e-5
    assert abs(drift) > 1 and abs(drift_area / drift - 1) < 1e-4

    print(f"--- {name} orbit, E = {E:.2f} eV")
    print(f"k-space area A = {A:.4f} nm^-2")
    print(f"dA/dE = {dA_dE:.4f} eV^-1 nm^-2")
    print(f"line integral dl/|grad_perp E| = {line:.4f} eV^-1 nm^-2")
    print(f"m_c from dA/dE = {mass:.5f} electron masses")
    print(f"period from m_c = {T_area:.5f} ps")
    print(f"period from time integration = {T:.5f} ps")
    print(f"signed k-area from trajectory = {k_area:.4f} nm^-2")
    print(f"signed real-space area = {r_area:.1f} nm^2")
    print(f"(hbar/eB)^2 A = {scale**2 * A:.1f} nm^2")
    print(f"quarter period: dk along e1, e2 = "
          f"{dk[q] @ e1:.4f}, {dk[q] @ e2:.4f} nm^-1")
    print(f"quarter period: dr along e1, e2 = "
          f"{r_perp[q] @ e1:.2f}, {r_perp[q] @ e2:.2f} nm")
    print(f"angle from dk to dr_perp = {angle:.4f} degrees")
    print(f"|dr_perp|/|dk| = {ratio:.4f} nm^2")
    print(f"drift along B per period, from velocity = {drift:.3f} nm")
    print(f"drift along B per period, from area = {drift_area:.3f} nm")
    print(f"largest energy change = {energy_error:.1e} eV")
    print(f"largest change of n.k = {plane_error:.1e} nm^-1")
    print(f"largest misfit of rotated orbit = {shape_error:.1e} nm")


print(f"lattice constant a = {a:.2f} nm")
print(f"hoppings t = {t[0]:.2f}, {t[1]:.2f}, {t[2]:.2f} eV")
print(f"field B = {B:.1f} T along (1,2,2)/3")
print(f"hbar/(eB) = {scale:.4f} nm^2")
print(f"plane offset from pocket centre = {0.5 / a:.3f} nm^-1")
top = np.full(3, np.pi / a)
print(f"band top = {energy(top):.3f} eV")

# band-bottom mass: quadratic-band formula against areas of the full band
inverse_mass = 2 * t * a**2 * const.e * 1e-18 / const.hbar**2 * const.m_e
axes = np.array([e1, e2])
W = axes @ np.diag(inverse_mass) @ axes.T
mass_formula = 1 / np.sqrt(np.linalg.det(W))
small, step = 1e-4, 1e-5
mass_bottom = to_mass * (area(small + step, 0, np.zeros(3), 1)
                         - area(small - step, 0, np.zeros(3), 1)) / (2 * step)
assert abs(mass_bottom / mass_formula - 1) < 5e-4   # band is not quite quadratic
print(f"principal masses at bottom = {1 / inverse_mass[0]:.4f}, "
      f"{1 / inverse_mass[1]:.4f}, {1 / inverse_mass[2]:.4f} electron masses")
print(f"bottom m_c, 1/sqrt(det W) = {mass_formula:.5f} electron masses")
print(f"m_c from areas at E = 0.0001 eV = {mass_bottom:.5f} electron masses")

study("electron", 0.4, np.zeros(3), 1)
study("hole", 3.7, top, -1)
print("OK")
```

Printed output:

```
lattice constant a = 0.40 nm
hoppings t = 0.50, 0.30, 0.20 eV
field B = 10.0 T along (1,2,2)/3
hbar/(eB) = 65.8212 nm^2
plane offset from pocket centre = 1.250 nm^-1
band top = 4.000 eV
principal masses at bottom = 0.4762, 0.7937, 1.1906 electron masses
bottom m_c, 1/sqrt(det W) = 0.69386 electron masses
m_c from areas at E = 0.0001 eV = 0.69388 electron masses
--- electron orbit, E = 0.40 eV
k-space area A = 20.9078 nm^-2
dA/dE = 65.0908 eV^-1 nm^-2
line integral dl/|grad_perp E| = 65.0908 eV^-1 nm^-2
m_c from dA/dE = 0.78939 electron masses
period from m_c = 2.82001 ps
period from time integration = 2.82001 ps
signed k-area from trajectory = 20.9078 nm^-2
signed real-space area = 90581.6 nm^2
(hbar/eB)^2 A = 90581.8 nm^2
quarter period: dk along e1, e2 = -1.6744, 2.5822 nm^-1
quarter period: dr along e1, e2 = 169.96, 110.21 nm
angle from dk to dr_perp = -90.0000 degrees
|dr_perp|/|dk| = 65.8212 nm^2
drift along B per period, from velocity = 344.890 nm
drift along B per period, from area = 344.890 nm
largest energy change = 3.0e-14 eV
largest change of n.k = 1.5e-15 nm^-1
largest misfit of rotated orbit = 4.7e-11 nm
--- hole orbit, E = 3.70 eV
k-space area A = 14.4945 nm^-2
dA/dE = -63.1987 eV^-1 nm^-2
line integral dl/|grad_perp E| = 63.1987 eV^-1 nm^-2
m_c from dA/dE = -0.76645 electron masses
period from m_c = 2.73804 ps
period from time integration = 2.73804 ps
signed k-area from trajectory = -14.4945 nm^-2
signed real-space area = -62796.4 nm^2
(hbar/eB)^2 A = 62796.5 nm^2
quarter period: dk along e1, e2 = -2.8461, -2.1588 nm^-1
quarter period: dr along e1, e2 = -142.09, 187.33 nm
angle from dk to dr_perp = -90.0000 degrees
|dr_perp|/|dk| = 65.8212 nm^2
drift along B per period, from velocity = -358.735 nm
drift along B per period, from area = -358.735 nm
largest energy change = 2.8e-14 eV
largest change of n.k = 2.4e-15 nm^-1
largest misfit of rotated orbit = 3.8e-11 nm
OK
```
